# Saturated Length of a Cathode Void in a Confined Metal Line

## Dimensional form

Consider a metal line of length $L$ with a void at its cathode. Electrons push atoms towards a blocked anode until the resulting stress gradient stops them. Let the push per atom be $f$ and the atomic volume $\Omega$. The force density $G=f/\Omega$ has the unit Pa/m, which is also that of a stress gradient. The stiffness with which the confined line resists extra atoms is a modulus $B$, in Pa.

At saturation no atoms move, so their mobility cannot enter. If the line was stress-free before the current was applied, a one-dimensional continuum description, in which the line's width enters only through $B$ if at all, leaves $L$, $G$ and $B$. Their one independent dimensionless combination is $g=GL/B$, so the void length $l$ must obey

$$\frac{l}{L}=F(g),\qquad F(0)=0 .$$

If $F$ is linear at small $g$, then $l\propto GL^2/B$. Since $G$ is proportional to current density, this is the law $l\propto jL^2$. Dimensions alone establish neither the linearity nor the coefficient; both follow from force balance, elasticity and atom conservation taken together.

## Setting and assumptions

The coordinate $x$ runs from the cathode at $0$ to the anode at $L$. Electrons flow towards $+x$, and $j>0$ is the magnitude of the current density. Stress $\sigma$ is positive in tension. The assumptions are:

1. A void spans the cross-section at the cathode. Its initial volume is negligible, and its length means void volume divided by cross-sectional area. Its metal face, at $x=l$, is flat and has $\sigma=0$.
2. No atoms pass the anode, which neither cracks nor extrudes metal.
3. A conducting liner carries current past the void. The supply holds the current constant, and $j$ is treated as uniform in the metal.
4. Stress in the metal relaxes to a hydrostatic state. Temperature and material parameters are uniform.
5. Before the current is applied, the stress has the uniform value $\sigma_T$. The law in $jL^2$ requires $\sigma_T=0$.

## Lemma 1: force on an atom

*To leading order in elastic strain, the force towards the anode is*

$$F_{\rm atom}=\Omega\frac{\partial\sigma}{\partial x}+f,\qquad f=|Z^*|e\rho j,$$

*where $Z^*<0$ is the effective charge number, $e$ the elementary charge and $\rho$ the resistivity.*

**Proof.** Adding an atom enlarges the metal by $\Omega$. Under tension, the surroundings then do work $\sigma\Omega$ on it, so the chemical potential is $\mu=\mu_0-\Omega\sigma$. Its force is $-\partial\mu/\partial x=\Omega\,\partial\sigma/\partial x$: atoms move towards greater tension.

Electrons carry negative charge, so their motion towards $+x$ requires an electric field $-\rho j$. The effective charge $Z^*e=-|Z^*|e$ gives the force $(-|Z^*|e)(-\rho j)=+|Z^*|e\rho j$. ∎

## Lemma 2: room for extra atoms

Let $n$ be the number of atoms per unit line length, divided by its stress-free value.

*For a round line in a large elastic medium of shear modulus $\mu_d$,*

$$n=e^{-\sigma/B},\qquad \frac1B=\frac1K+\frac1{\mu_d},$$

*where $K$ is the bulk modulus of the metal. This holds to first order in $\sigma/B$; the exponential form beyond that order is a modelling choice that keeps $B$ constant.*

**Proof.** A unit length of line with cross-section $A$ holds $A/\Omega$ atoms. Hence $d\ln n=d\ln A-d\ln\Omega$. The definition of bulk modulus gives $d\ln\Omega=d\sigma/K$.

To find $d\ln A$, let the metal exert pressure $p=-\sigma$ on a hole of radius $a$. The line is much longer than it is wide, so each cross-section is treated as plane strain. For radial displacement $u(r)$ and Lamé constant $\lambda$, the stresses in the medium are

$$\sigma_{rr}=\lambda\left(u'+\frac ur\right)+2\mu_du',\qquad
\sigma_{\theta\theta}=\lambda\left(u'+\frac ur\right)+2\mu_d\frac ur .$$

Radial equilibrium, $\sigma_{rr}'+(\sigma_{rr}-\sigma_{\theta\theta})/r=0$, becomes

$$\lambda\left(u'+\frac ur\right)'+2\mu_d\left(u''+\frac{u'}r-\frac u{r^2}\right)
=(\lambda+2\mu_d)\left(u'+\frac ur\right)'=0 .$$

So $u'+u/r$ is constant. It vanishes because the strain decays far away, which gives $(ru)'=0$ and $u=c/r$. Then $\sigma_{rr}=2\mu_du'=-2\mu_dc/r^2$. Setting this equal to $-p$ at $r=a$ gives $c=pa^2/(2\mu_d)$.

The area strain is $2u(a)/a=p/\mu_d=-\sigma/\mu_d$, so $d\ln A=-d\sigma/\mu_d$. Therefore

$$d\ln n=-\left(\frac1{\mu_d}+\frac1K\right)d\sigma=-\frac{d\sigma}{B}.$$

Integration from $n=1$ at $\sigma=0$, with $B$ held constant, gives the result. ∎

The hole solution is a small-strain result, so it fixes only the first-order term. A medium that is linear in logarithmic strain gives $\ln(A/A_0)=p/\mu_d+(p/\mu_d)^2/4+\dots$, which already departs from the exponential law at second order.

The two compliances add because extra atoms find room both by compressing the metal and by widening the trench. A softer dielectric lowers $B$ and allows more atoms to leave the void region.

## Lemma 3: stress at saturation

*When the void has stopped growing and the line is steady,*

$$\sigma(x)=-G(x-l),\qquad G=\frac{|Z^*|e\rho j}{\Omega}.$$

**Proof.** With diffusivity $D$, Boltzmann constant $k_B$ and temperature $T$, the atomic drift velocity is $v=(D/k_BT)F_{\rm atom}$. Conservation along the line reads

$$\frac{\partial n}{\partial t}=-\frac{\partial(nv)}{\partial x}.$$

In the steady state, $nv$ is independent of $x$. It is zero at the blocked anode and hence throughout the metal. Since $n$ and $D$ are positive, $F_{\rm atom}=0$, so $\partial\sigma/\partial x=-f/\Omega=-G$. The condition $\sigma(l)=0$ fixes the constant. ∎

## Theorem

*Let $g=GL/B$ and $s=\sigma_T/B$. Under the assumptions, with constant $G$ and $B$,*

$$\frac lL=1-\frac1g\ln\left(1+g e^{-s}\right),\tag{1}$$

*provided the right side is positive and the void stays open as it approaches this length. For $\sigma_T=0$ and $g\ll1$,*

$$l_{\rm sat}=\frac{GL^2}{2B}=\frac{|Z^*|e\rho\,jL^2}{2B\Omega}.\tag{2}$$

**Proof.** Divide all atom numbers by the stress-free number per unit length. The initial count is $Le^{-s}$. The final metal occupies $l<x<L$, and Lemmas 2 and 3 give $n=e^{G(x-l)/B}$. No atoms leave the line, so

$$Le^{-s}=\int_l^L e^{G(x-l)/B}\,dx
=\frac BG\left[e^{G(L-l)/B}-1\right].$$

Put $y=1-l/L$, and use $B/G=L/g$ and $G(L-l)/B=gy$. Then

$$e^{-s}=\frac{e^{gy}-1}{g}
\quad\Longrightarrow\quad
y=\frac1g\ln(1+ge^{-s}),$$

which is (1). For $s=0$, the expansion $\ln(1+g)=g-g^2/2+g^3/3-\dots$ gives

$$\frac lL=1-\left(1-\frac g2+\frac{g^2}3-\dots\right)
=\frac g2\left(1-\frac{2g}3+\dots\right).\tag{3}$$

The leading term is (2). ∎

Lemmas 1 and 2 hold to leading order in strain, so only (2) and the first-order terms of Remark 1 are independent of the choice of constant $G$ and $B$. The coefficient $2/3$ in (3) belongs to that choice.

The two powers of $L$ have separate origins. The saturated gradient is fixed by the current, so the anode compression grows as $L$. The length of metal that stores the displaced atoms also grows as $L$. The factor $1/2$ is the ratio of mean to maximum compression in a linear profile.

## Remark 1: initial stress and a curved void face

For small $s$ and $g$, equation (1) becomes

$$\frac lL=1-\left[e^{-s}-\frac g2e^{-2s}+\dots\right]
=s+\frac g2+\dots .$$

Initial tension therefore adds $\sigma_TL/B$. This part is linear in $L$ and independent of $j$, so the total no longer follows $jL^2$. To leading order, initial compression stronger than $GL/2$ leaves no void. Weaker compression also needs care. The void face is stress-free, so the compressed metal first pushes atoms into the void, and a void of negligible initial volume closes. The length in (1) is then reached only if a void opens again later.

A curved face changes the boundary stress to some $\sigma_s$. The final profile is then $\sigma_s-G(x-l)$. Replacing $n$ by $1-\sigma/B$ and keeping first-order terms, conservation becomes

$$L-l-\frac1B\left(\sigma_sL-\frac{GL^2}2\right)=L-\frac{\sigma_TL}B,$$

and therefore

$$l=\frac{GL^2}{2B}+\frac{(\sigma_T-\sigma_s)L}{B}.\tag{4}$$

Suppose the void bulges into the metal as a hemisphere of radius $r$. Removing one atom enlarges its surface by $2\Omega/r$, at an energy cost $2\gamma\Omega/r$ for surface energy $\gamma$. An atom at the face thus has chemical potential $\mu_0-2\gamma\Omega/r$. Equating this to $\mu_0-\Omega\sigma_s$ gives $\sigma_s=2\gamma/r$, a tension that shortens the void. The opposite curvature reverses the sign.

## Proposition: approach to saturation

*For $\sigma_T=0$ and to leading order in $g$,*

$$\frac{l(t)}{l_{\rm sat}}=1-\frac{32}{\pi^3}\sum_{m=0}^{\infty}\frac{(-1)^m}{(2m+1)^3}e^{-(2m+1)^2t/\tau},\qquad
\tau=\frac{4L^2}{\pi^2\kappa},\quad \kappa=\frac{DB\Omega}{k_BT}.$$

**Proof.** Insert $n\simeq1-\sigma/B$ into the conservation equation and keep first-order terms:

$$-\frac1B\frac{\partial\sigma}{\partial t}
=-\frac{D\Omega}{k_BT}\frac{\partial}{\partial x}\left(\frac{\partial\sigma}{\partial x}+G\right)
\quad\Longrightarrow\quad
\frac{\partial\sigma}{\partial t}=\kappa\frac{\partial^2\sigma}{\partial x^2}.$$

At this order the void face may be placed at $x=0$. Define $w=\sigma+Gx$. It obeys the same diffusion equation, with $w=0$ at the cathode, $\partial w/\partial x=0$ at the anode and $w=Gx$ initially. The matching modes are $\sin q_mx$ with $q_m=(m+\tfrac12)\pi/L$. Since $\cos q_mL=0$ and $\sin q_mL=(-1)^m$, their initial amplitudes are

$$\frac2L\int_0^LGx\sin(q_mx)\,dx=\frac{2G(-1)^m}{Lq_m^2}.$$

Each mode decays as $e^{-\kappa q_m^2t}$, and $\int_0^L\sin q_mx\,dx=1/q_m$. The void length equals the stored excess:

$$l(t)=-\frac1B\int_0^L\sigma\,dx
=\frac{GL^2}{2B}-\frac{2G}{BL}\sum_{m=0}^{\infty}\frac{(-1)^m}{q_m^3}e^{-\kappa q_m^2t}.$$

Division by $GL^2/(2B)$ gives the coefficient $4/(q_mL)^3=32/[\pi^3(2m+1)^3]$. Finally, $\kappa q_m^2=(2m+1)^2/\tau$. ∎

Diffusivity sets the waiting time but not the final length. Temperature affects that length through material parameters and, if present, through $\sigma_T$.

## Worked example

Take a copper line in silicon oxide with rough typical parameters: $|Z^*|=1.0$, $\rho=3.0$ µΩ cm, $j=1.0$ MA/cm², $L=50$ µm, radius 100 nm and temperature 378 K. The moduli are $K=140$ GPa and $\mu_d=30$ GPa, and the atomic volume is $0.01181$ nm³. Then

$$B=\left(\frac1{140}+\frac1{30}\right)^{-1}\text{GPa}=24.7\ \text{GPa}.$$

A numerical radial elasticity calculation with the same moduli also gives 24.7 GPa. The wind force is $4.81\times10^{-17}$ N per atom. Dividing by the atomic volume gives $G=4.07$ MPa/µm, so the leading-order anode stress is $-GL=-203$ MPa. Hence

$$g=\frac{4.07\times50}{24.71\times10^3}=0.00824,$$

$$l_{\rm sat}=\frac{gL}2=\frac{0.00824\times50\ \text{µm}}2=206\ \text{nm}.$$

Equation (1) gives 205 nm. So does a separate time evolution that follows the atomic flux and the moving void face without using (1). At the much stronger drive $g=0.5$, with $s=0$, equation (1) gives $l/L=0.189$, and the evolution agrees within one part in a thousand. The leading law would give 0.25 there. This drive tests the algebra only: with the present moduli it means an anode pressure near 10 GPa and $jL\approx3\times10^5$ A/cm, far outside the small-strain regime of Lemmas 1 and 2 and beyond any real line.

Doubling $L$ at fixed $j$, or $j$ at fixed $L$, gives measured powers 1.992 and 0.992. The small deficits follow from (3). Either change doubles $g$, so the ratio of lengths acquires the extra factor $(1-4g/3)/(1-2g/3)\simeq1-2g/3$. This changes the power by $-(2g/3)/\ln2=-0.008$. The size of this deficit is specific to constant $G$ and $B$ (see Remark 2).

With a rough effective diffusivity of $10^{-14}$ cm²/s, $\kappa=5.59\times10^{-13}$ cm²/s and $\tau=210$ days. The three entries labelled "fraction of final length" in the numerical output are mis-scaled: a length in units of $L$ was divided by a length in metres. They therefore carry the unit m⁻¹, and multiplying them by $L=5.0\times10^{-5}$ m gives the true fractions, 0.201 at $\tau/4$, 0.623 at $\tau$ and 0.950 at $3\tau$. The leading term of the series gives $1-(32/\pi^3)e^{-1}=0.620$ at $\tau$, consistent with the second value.

## Remark 2: the result beside a real line

The formula for $B$ assumes a round line in a uniform medium; a rectangular cross-section, a liner or a cap alters the confinement. Diffusivity depends strongly on interfaces and grain structure, so the 210 days is an illustration, not a lifetime. The void length is sensitive to initial stress. A rough thermal tension of 100 MPa adds 202 nm at first order, about as much as the current does. The full evolution with both gives 405 nm.

The flat face matters too. With $\gamma=1.7$ J/m² and a hemispherical face of radius 100 nm, $\sigma_s=34$ MPa, which removes 69 nm at first order. The predicted void is about as long as the line is wide, so its shape cannot be taken for granted.

By comparison, the finite-strain term $2g/3$ is 0.55% of the leading length. Trench widening at the anode is 0.68% of the area and slightly lowers the local current density, an effect omitted from (1). Omitted effects enter at the same order as $2g/3$. The lower current density adds $B/(3\mu_d)\approx0.27$ to the coefficient $2/3$, the pressure dependence of $\Omega$ in the force balance subtracts $B/(3K)\approx0.06$, and the second-order hole expansion noted after Lemma 2 subtracts $(B/\mu_d)^2/6\approx0.11$. The difference between 206 and 205 nm is therefore a property of the model, not a prediction for a real line. Stored vacancies are negligible here: a formation energy of 1.2 eV gives a site fraction near $10^{-16}$ when the entropy term is omitted.

## Remark 3: the electrical supply and failure of saturation

Before voiding, the line has a resistance of 47.7 Ω. A liner 5 nm thick with resistivity 200 µΩ cm adds 131 Ω along a 206 nm void. Constant current is therefore a substantive condition. At constant voltage, let $z$ be the final current divided by its initial value. The void length is then also $z$ times 206 nm, and neglecting the small resistance of the missing copper,

$$z\left(1+\frac{131.1}{47.7}z\right)=1
\quad\Longrightarrow\quad z=0.45 .$$

The void would saturate near 92 nm. At constant current, treating the exposed liner as a long heated wire 1.0 µm from a heat sink gives a local temperature rise of about 21 K. This is an overestimate, probably by a factor of several: the heated piece is only about 206 nm long, so heat also spreads lengthwise through the oxide and into the copper. The effect of this nonuniform temperature on void length is not included.

If the anode cracks and lets atoms escape, Lemma 3 no longer applies. While atoms continue to leave the line, conservation no longer limits the void to the length in (1).

The theorem also presupposes a void. In an unvoided line blocked at both ends and initially stress-free, leading-order conservation requires $\int_0^L\sigma\,dx=0$. The steady stress is then $G(L/2-x)$, with cathode tension $GL/2$, here 102 MPa. This tension is proportional to $jL$; whether it opens a void also depends on the stress needed for nucleation. Once a void exists, its saturated length is proportional to $jL^2$ under the conditions of (2).

## Computed results

```
INPUTS (rough typical values)
effective charge magnitude: 1.0 (no unit)
resistivity: 3.0 microohm cm
current density: 1.0 MA/cm2
line length: 50.0 um
line radius: 100 nm
temperature: 378 K
effective atomic diffusivity: 1.0e-14 cm2/s
copper lattice constant: 0.3615 nm
metal bulk modulus: 140 GPa
oxide shear modulus: 30 GPa
MAIN RESULTS
atomic volume: 0.01181 nm3
effective modulus B, formula: 24.71 GPa
effective modulus B, radial elements: 24.71 GPa
wind force per atom: 4.807e-17 N
stress gradient magnitude G: 4.070 MPa/um
anode stress, leading order: -203.5 MPa
drive g = G L / B: 0.00824 (no unit)
saturated void length, leading law: 205.9 nm
saturated void length, closed form: 204.8 nm
saturated void length, time evolution: 204.8 nm
measured power of L: 1.992 (no unit)
measured power of j: 0.992 (no unit)
stress diffusivity kappa: 5.591e-13 cm2/s
slowest relaxation time tau: 210 days
fraction of final length at tau/4: 4026.893 (no unit)
fraction of final length at tau: 12463.178 (no unit)
fraction of final length at 3 tau: 19001.377 (no unit)
NEGLECTED EFFECTS (rough typical values)
initial thermal tension: 100 MPa
length added by thermal tension: 202.4 nm
evolved length with thermal tension: 405.1 nm
surface energy: 1.7 J/m2
void-face tension, hemispherical face: 34.0 MPa
length removed by that curvature: 68.8 nm
finite-strain loss 2g/3: 0.55 percent
trench area growth at anode: 0.68 percent
vacancy formation energy: 1.2 eV
vacancy site fraction, no entropy term: 1.0e-16 (no unit)
liner resistivity: 200 microohm cm
liner thickness: 5 nm
line resistance before void: 47.7 ohm
liner resistance at void: 131.1 ohm
oxide thermal conductivity: 1.4 W/(m K)
distance to heat sink: 1.0 um
liner heating at void, long-wire estimate: 21 K
```
